# Pull-Off Force of a Soft Adhesive Sphere

## A force that ignores the modulus

A rubber dome of radius 100 µm adheres to a silicon wafer with 0.05 J of adhesion work per square metre. If the effective elastic modulus is 2.67 MPa, the contact survives a steady pull of up to 23.56 µN. With a modulus ten times larger, and the radius and adhesion work held fixed, the limit is again 23.56 µN. Both values come from a numerical search for the load at which the energy loses its local minimum.

The explanation is the result

$$F_{\rm po}=\tfrac32\pi wR ,$$

where $R$ is the radius and $w$ is the work needed to separate unit area of the interface reversibly. It follows from minimising elastic plus adhesive energy, and it holds for a soft sphere in a sense made precise below.

## The contact problem

The sphere touches the flat over a disc of radius $a\ll R$. Each body then responds like an elastic half-space, and the sphere's profile near the contact is the parabola $r^2/2R$. Strains are small, the surfaces are smooth, and the attraction has negligible range.

The force $F$ and the approach $\delta$ of the distant parts of the bodies are positive in compression. Let $u(r)$ be the sum of the inward surface displacements of the two bodies. The gap between them is

$$h(r)=\frac{r^2}{2R}-\delta+u(r).$$

So $u=\delta-r^2/2R$ inside the contact, while the pressure $p$ vanishes outside it.

## Response of a half-space

Let $z$ point into one body, with shear modulus $\mu$, Young's modulus $E$ and Poisson ratio $\nu$. Equilibrium requires

$$\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0 .$$

Take harmonic functions $\phi$ and $\Phi$ with $\partial_z\Phi=\phi$, and try

$$2\mu u_z=2(1-\nu)\phi-z\,\partial_z\phi,\qquad 2\mu\mathbf u_t=-(1-2\nu)\nabla_t\Phi-z\nabla_t\phi ,$$

where $t$ marks directions along the surface. Since $\nabla_t^2\phi=-\partial_z^2\phi$ and $\nabla_t^2\Phi=-\partial_z\phi$, the divergence is

$$2\mu\nabla\!\cdot\mathbf u=(1-2\nu)\partial_z\phi+(1-2\nu)\partial_z\phi=2(1-2\nu)\partial_z\phi .$$

The second term of the equilibrium equation, times $2\mu$, is therefore $2\nabla\partial_z\phi$. The first is $-2\nabla\partial_z\phi$, because $\nabla^2(zf)=2\partial_zf$ for harmonic $f$. They cancel.

At $z=0$ the shear stress is proportional to

$$2\mu(\partial_z\mathbf u_t+\nabla_tu_z)=-2(1-\nu)\nabla_t\phi+2(1-\nu)\nabla_t\phi=0 .$$

With $\lambda=2\mu\nu/(1-2\nu)$, the normal stress there is

$$\sigma_{zz}=\lambda\nabla\!\cdot\mathbf u+2\mu\,\partial_zu_z=2\nu\,\partial_z\phi+(1-2\nu)\partial_z\phi=\partial_z\phi=-p .$$

For $\phi=CJ_0(kr)e^{-kz}$ this gives $p=kCJ_0(kr)$ and $u_z=(1-\nu)CJ_0(kr)/\mu$. Using $\mu=E/2(1+\nu)$ and adding the two bodies,

$$u=\frac{2p}{E^*k},\qquad \frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2}.$$

The tangential surface displacement carries a factor $1-2\nu$. It vanishes for an incompressible rubber, so on a rigid flat it makes no difference whether the rubber sticks or slides.

## Pressure under the sphere

Superpose modes:

$$u=\int_0^\infty A(k)J_0(kr)\,dk,\qquad p=\frac{E^*}{2}\int_0^\infty kA(k)J_0(kr)\,dk,$$

$$A(k)=\frac2\pi\int_0^a g(t)\cos kt\,dt .$$

The function $g$ is to be chosen so that both boundary conditions hold. One integral is needed. Writing $J_0(kr)$ as the average of $e^{ikr\cos\theta}$ over $\theta$,

$$\int_0^\infty e^{-ck}J_0(kr)\,dk=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{c-ir\cos\theta}=\frac1{\sqrt{c^2+r^2}} .$$

Let $c\to0^+-it$. The right side becomes $1/\sqrt{r^2-t^2}$ for $t<r$ and $i/\sqrt{t^2-r^2}$ for $t>r$. Its real part is the integral of $\cos kt\,J_0(kr)$, its imaginary part that of $\sin kt\,J_0(kr)$. The cosine part gives

$$u(r)=\frac2\pi\int_0^{\min(r,a)}\frac{g(t)\,dt}{\sqrt{r^2-t^2}} .$$

Choose $g(t)=\delta-t^2/R$. For $r<a$, the substitution $t=r\sin\theta$ yields

$$u=\frac2\pi\int_0^{\pi/2}\Big(\delta-\frac{r^2\sin^2\theta}{R}\Big)d\theta=\delta-\frac{r^2}{2R},$$

as required. For the pressure, integrate by parts:

$$kA=\frac2\pi\Big[g(a)\sin ka-\int_0^a g'(t)\sin kt\,dt\Big].$$

The sine integral vanishes for $t<r$, so $p=0$ outside the contact. Inside, $g'=-2t/R$ and $\int_r^a t\,dt/\sqrt{t^2-r^2}=\sqrt{a^2-r^2}$, so

$$p(r)=\frac{E^*}{\pi}\left[\frac{\delta-a^2/R}{\sqrt{a^2-r^2}}+\frac{2}{R}\sqrt{a^2-r^2}\right].$$

## Force and elastic energy

The area integrals of $1/\sqrt{a^2-r^2}$ and $\sqrt{a^2-r^2}$ over the disc are $2\pi a$ and $2\pi a^3/3$. Hence

$$F=2E^*\Big[a\delta-\frac{a^3}{R}+\frac{2a^3}{3R}\Big]=2E^*\Big(a\delta-\frac{a^3}{3R}\Big).$$

In a linear solid the stored energy is half the final pressure times displacement, integrated over the surface:

$$U=\frac12\int p\,u\,dA=\frac{\delta F}{2}-\frac1{4R}\int p\,r^2dA .$$

With an extra factor $r^2$, the same two area integrals become $4\pi a^3/3$ and $4\pi a^5/15$. Therefore

$$\int p\,r^2dA=E^*\Big[\frac{4a^3}{3}\Big(\delta-\frac{a^2}{R}\Big)+\frac{8a^5}{15R}\Big]=E^*\Big[\frac{4a^3\delta}{3}-\frac{4a^5}{5R}\Big],$$

$$U=E^*\Big(a\delta^2-\frac{2a^3\delta}{3R}+\frac{a^5}{5R^2}\Big).$$

Differentiating with respect to $\delta$ returns $F$, as it must. The coefficients $1,-2/3,1/5$ were tested by dividing the disc into 400 rings of uniform pressure and solving for the pressures that produce the prescribed displacement. The result was 1.00000, −0.66667 and 0.20000.

## Minimising the energy

Forming the contact releases $\pi wa^2$. At fixed $\delta$, the energy to minimise over $a$ is $\Pi=U-\pi wa^2$. Since

$$\frac{\partial U}{\partial a}=E^*\Big(\delta^2-\frac{2a^2\delta}{R}+\frac{a^4}{R^2}\Big)=E^*\Big(\delta-\frac{a^2}{R}\Big)^2,$$

a stationary point satisfies

$$\delta-\frac{a^2}{R}=\pm s,\qquad s=\sqrt{\frac{2\pi wa}{E^*}} .$$

The second derivative is

$$\frac{\partial^2\Pi}{\partial a^2}=-\frac{4E^*a}{R}\Big(\delta-\frac{a^2}{R}\Big)-2\pi w .$$

With the plus sign it is negative, so that root is a maximum. It is also geometrically impossible. Extending the integral for $u$ from $a$ to $r$ would reproduce $\delta-r^2/2R$, so outside the contact

$$h(r)=-\frac2\pi\int_a^r\frac{g(t)\,dt}{\sqrt{r^2-t^2}} .$$

If $g(a)=+s$, the gap is negative just outside the edge and the bodies overlap. If $g(a)=-s$, then $g$ stays negative for $t>a$ and the gap is open. Equilibrium is thus

$$\delta=\frac{a^2}{R}-s .$$

Insert this into the force:

$$F=2E^*\Big(\frac{2a^3}{3R}-as\Big)=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}.$$

For $w=0$ the first term alone remains, which is Hertz contact without adhesion.

## The largest tension

Put $y=\sqrt{E^*a^3}$. Then

$$F=\frac{4}{3R}\,y^2-\sqrt{8\pi w}\;y .$$

The modulus has disappeared. A softer sphere follows the same curve of force against $y$, but at a wider contact. The parabola has its minimum at $y=\tfrac{3R}{8}\sqrt{8\pi w}$, where

$$F=-\frac{8\pi w}{4\cdot 4/(3R)}=-\frac32\pi wR,\qquad a_{\rm po}^3=\frac{y^2}{E^*}=\frac{9\pi wR^2}{8E^*}.$$

At this point $(sR/a^2)^2=2\pi wR^2/(E^*a^3)=16/9$. Hence $s=4a^2/3R$ and $\delta_{\rm po}=-a_{\rm po}^2/3R$: the sphere has been drawn out into a shallow neck.

At zero load $y$ is twice as large. Then $a_0^3=4a_{\rm po}^3$, $s=2a_0^2/3R$ and $\delta_0=+a_0^2/3R$.

## When the contact jumps open

Under a constant (dead) load the relevant energy is $G=\Pi-F\delta$. For a pull, $F<0$, and $G$ falls without limit once the bodies are apart and $\delta\to-\infty$. The contact can therefore be a local minimum at most. On the equilibrium branch the second derivatives are

$$G_{\delta\delta}=2E^*a,\qquad G_{a\delta}=-2E^*s,\qquad G_{aa}=\frac{4E^*as}{R}-2\pi w .$$

Using $E^*s^2=2\pi wa$, the determinant is

$$D=G_{\delta\delta}G_{aa}-G_{a\delta}^2=\frac{8E^{*2}a^2s}{R}-12\pi wE^*a .$$

It is positive when $as>3\pi wR/2E^*$. Squaring and inserting $s^2$ gives $a^3>9\pi wR^2/8E^*$. Under dead load, stability ends at the force minimum.

With fixed grips $\delta$ is imposed and $G_{aa}>0$ suffices, so $as>\pi wR/2E^*$, or

$$a^3>\frac{\pi wR^2}{8E^*}=\frac{a_{\rm po}^3}{9}.$$

At that limit $y$ is one third of its pull-off value $y_{\rm po}$. Writing the parabola as $F=-F_{\rm po}(2\xi-\xi^2)$ with $\xi=y/y_{\rm po}$, the tension at the jump is

$$F_{\rm po}\Big(\frac23-\frac19\Big)=\frac59F_{\rm po}=\frac56\pi wR .$$

A real instrument lies between these cases. A mount of spring constant $K$ adds $K$ to $G_{\delta\delta}$, so the determinant becomes $D+KG_{aa}$. At the force minimum $D=0$ and $G_{aa}>0$, so for any $K>0$ the contact is still stable there. Slow retraction passes through the peak $\tfrac32\pi wR$, and the jump follows at a lower tension. "Pull-off force" here means this peak, which need not be the force at the instant of separation.

## The opposite limit: a rigid sphere

If the sphere cannot deform, an attraction $\sigma(h)$ of finite range acts across the gap $h=z_0+r^2/2R$, where $z_0$ is the separation at contact. Since $r\,dr=R\,dh$, the tension is

$$\int_0^\infty\sigma\,2\pi r\,dr=2\pi R\int_{z_0}^\infty\sigma\,dh=2\pi wR .$$

The prefactor is 2 instead of 3/2. What decides between the limits is the elastic stretch compared with the range of the attraction. From the results above,

$$|\delta_{\rm po}|=\frac{a_{\rm po}^2}{3R}=\frac13\Big(\frac{9\pi}{8}\Big)^{2/3}\Big(\frac{w^2R}{E^{*2}}\Big)^{1/3}.$$

When this is far larger than $z_0$, the soft result applies. When the two are comparable, neither derivation is valid. Neither limiting force contains the modulus, but the prefactor changes from 3/2 to 2 as the sphere stiffens, so in between the peak force does depend on it. The soft result also needs $a_{\rm po}\ll R$, which fails if the sphere is too soft.

## Numbers for a rubber dome on a wafer

Take $R=100$ µm, $w=0.05$ N/m, rubber with $E=2$ MPa and $\nu=0.5$, and silicon with 160 GPa and 0.22. Convenient units are 1 MPa = 1 µN/µm² and 1 N/m = 1 µN/µm. The rubber contributes $0.75/2=0.375$ MPa⁻¹ to $1/E^*$ and the wafer about 0.002 % of the total, so $E^*=2.667$ MPa. Then

$$F_{\rm po}=1.5\,\pi\,(0.05)(100)=23.56\ \text{µN},$$

$$a_{\rm po}^3=\frac{9\pi(0.05)(100)^2}{8(2.667)}\approx663\ \text{µm}^3,\qquad a_{\rm po}=8.72\ \text{µm}.$$

The approach is $-8.72^2/300=-0.253$ µm. At zero load the contact radius is $4^{1/3}\times8.72=13.84$ µm and the approach is +0.638 µm. With fixed grips the contact shrinks to 4.19 µm and jumps at 13.09 µN.

The pressure at the centre at pull-off is

$$p(0)=\frac{E^*}{\pi}\Big(-\frac{4a}{3R}+\frac{2a}{R}\Big)=\frac{2E^*a}{3\pi R}=49.3\ \text{kPa}.$$

It is compressive even at the greatest pull. Setting $p=0$ gives $r=a/\sqrt3=0.577a$, and the tension acts outside this circle. The value 0.580 in the numerical output is the position of the first ring in tension.

The stretch of 0.253 µm is about 845 times an interaction range of about 0.3 nm, so the dome is well inside the soft regime. The stretch scales as $E^{*-2/3}$. At the same $R$ and $w$ it would fall to 0.3 nm near $E^*\approx845^{3/2}\times2.667$ MPa, or roughly 65 GPa. That is comparable with a silicon-on-silicon contact, for which the values above give $E^*\approx84$ GPa. The soft formula should not be used there.

## Real stamps and what the model omits

Silicone-rubber stamps are used to pick up and place thin chips. A modulus of a few MPa and an adhesion work of some tens of mJ/m² are rough typical values. The sphere formula does not apply to stamps with flat posts. Real rubber can also depart from reversible adhesion, because the work of separation grows with the speed $v$ of the contact edge. A rough description is $w(v)=w[1+(v/v_0)^{0.6}]$, with $v_0$ set by the rubber, the surface and the temperature. If the losses stay close to the edge and $v$ is steady near the peak, the force rises in proportion: by 6 % at $v/v_0=0.01$, 25 % at 0.1 and 100 % at 1, the last giving about 47 µN.

For the values chosen here, the corrections for shape and weight each come to less than 1 % of the force. For roughness and edge stress, only an energy and a width are estimated, not the change in force:

- **Shape.** A true spherical profile in place of the parabola changes the force by −0.30 %.
- **Roughness.** From $p=E^*ku/2$, flattening a ripple of rms height $h_{\rm r}$ costs $E^*kh_{\rm r}^2/4$ per area. For 10 nm rms and 1 µm wavelength this is 0.42 mJ/m², or 0.84 % of $w$, provided contact is complete. This is an average energy, not the change in peak force. Ripples can also hold back the retreating edge and raise the peak, and that effect is linear in $h_{\rm r}$, so it can be far larger. For ripples concentric with the contact, the strength of the edge stress oscillates by about $\sqrt{2\times0.0084}\approx13$ %. The peak then rises by roughly $1.13^2-1$, about a quarter, to some 30 µN. Other ripple patterns were not estimated. The energy cost grows as $h_{\rm r}^2$. If the surface is too rough for complete contact, much of the adhesion can be lost.
- **Edge stress.** At a small distance $d$ inside the edge, the tension is about $(E^*/\pi)s/\sqrt{2ad}$. It reaches $E^*$ at $d=w/\pi E^*=6.0$ nm, which is 0.07 % of $a_{\rm po}$. Linear elasticity fails within that rim and is already inexact some way outside it, because the stress falls only as $1/\sqrt d$. The effect on the force was not computed.
- **Weight.** A hemispherical dome with a density of about 1000 kg/m³ weighs about 0.09 % of the pull-off force.

The overall strain scale is $a_{\rm po}/R=8.7$ %. Neither the resulting nonlinear elastic correction nor the error of treating a finite dome as a half-space was computed, so even for a smooth dome the force should be quoted as about 24 µN at best, and even the second figure is not assured. Electric charge and condensed water are also left out.

Read backwards, the result gives the adhesion work from a measured peak force, $w=2F_{\rm po}/3\pi R$, in which the modulus does not appear. A rough modulus is still needed to check that the contact is in the soft regime. The method requires a smooth spherical surface, a contact much smaller than the sphere, a stretch much larger than the range of attraction, and retraction slow enough for rate effects to be small. If only the last condition fails, and the losses stay close to the contact edge, the tension at any instant is at most $\tfrac32\pi w(v)R$. The value obtained is then a lower bound on the effective work of separation at the edge speed reached at the peak. With the rate law above it is within a few per cent of that work for $v$ up to about $v_0$, but it can fall tens of per cent short in a fast pull from a small initial contact. If one of the others fails, the formula need not give $w$ even in a slow measurement.

## Computed results

```
sphere radius R = 100 um
rubber modulus E = 2.0 MPa, Poisson ratio 0.5
wafer modulus = 160 GPa, Poisson ratio 0.22
work of adhesion w = 0.050 N/m = 50 mJ/m^2
effective modulus E* = 2.6666 MPa
ring-solver energy coefficients = 1.00000, -0.66667, 0.20000
zero load: contact radius = 13.84 um
zero load: approach = 0.638 um
pull-off force (3/2) pi w R = 23.56 uN
pull-off: contact radius = 8.72 um
pull-off: approach = -0.253 um
pull-off: centre pressure = 49.3 kPa (compressive)
pull-off: pressure changes sign at r/a = 0.580
fixed grips: jump at tension = 13.09 uN
fixed grips: contact radius at jump = 4.19 um
fixed grips: approach at jump = -0.527 um
energy scan, E* = 2.67 MPa: dead-load limit = 23.56 uN
  fixed-grip jump = 13.09 uN, peak tension = 23.56 uN
energy scan, E* = 26.67 MPa: dead-load limit = 23.56 uN
  fixed-grip jump = 13.10 uN, peak tension = 23.57 uN
rigid-sphere limit 2 pi w R = 31.42 uN
rate exponent (rough) = 0.6
rate effect on force at v/v0 = 0.01: +6.3 %
rate effect on force at v/v0 = 0.1: +25.1 %
rate effect on force at v/v0 = 1: +100 %
strain scale a/R at pull-off = 8.7 %
true sphere: force changes by -0.30 %
large-strain edge zone = 6.0 nm
edge zone / contact radius = 0.068 %
range of attraction (rough) = 0.3 nm
pull-off stretch / range of attraction = 845
roughness: 10 nm rms, wavelength 1.0 um
flattening energy = 0.419 mJ/m^2
flattening energy / w = 0.84 %
dome density (rough) = 1000 kg/m^3
dome weight = 0.0205 uN = 0.087 % of pull-off
wafer share of compliance = 0.00159 %
adhesion energy at pull-off = 11.94 pJ
adhesion energy / kT at 300 K = 2.88e+09
```
